# Why the half-loss temperature in thermogravimetry is not an intrinsic volatility

Take a liquid that does not evaporate below a temperature $T_{\rm on}$ and above it loses mass at a constant flux $g$, in kilograms per square metre and second. It lies in a pan with exposed area $A$, has initial mass $m_0$, and is heated at the constant rate $\beta$. Above $T_{\rm on}$ the pan loses the mass $Ag$ per second, so half the liquid is gone after the time $m_0/(2Ag)$. The temperature has meanwhile risen by $\beta$ times that time:

$$T_{1/2}=T_{\rm on}+\frac{\beta m_0}{2Ag}.$$

Twice the liquid takes twice as long, and the thermometer has moved on. The half-loss temperature $T_{1/2}$ has changed, while $T_{\rm on}$ and $g$, which describe the liquid here, have not. A real liquid has a flux that grows smoothly and steeply with temperature. This changes the size of the shift but not its origin.

## The belief and its appeal

The belief is that the temperature at which a precursor has lost half its mass in a thermogravimetric run measures its volatility: the lower this temperature, the higher the vapour pressure. It has a sound core. The number is easy to read from a curve and looks like a boiling point. If two liquids are run under the same protocol, and one has the larger mass flux at every temperature, that one does reach half loss first. There is also a rate law, treated below, for which the initial mass drops out.

The belief fails when $T_{1/2}$ is treated as a property of the compound alone, or is carried over to another temperature.

## What sets the flux

Let a carrier gas at total pressure $P$ fill the space above the liquid. The vapour is saturated at the surface, with partial pressure $p(T)$, and is swept away at a distance $L$ above it. For dilute vapour, $p\ll P$, steady diffusion across this layer carries the molar flux $D(c_{\rm surface}-0)/L$, where $D$ is the diffusivity. The ideal-gas concentration is $c_{\rm surface}=p/(RT)$. Multiplication by the molar mass $M$ gives the mass flux

$$g(T)=\frac{M D(T)\,p(T)}{R T L}.$$

With a constant molar enthalpy of vaporization $H$ and $E=H/R$, the vapour pressure is

$$p(T)=p_{\rm ref}\exp\left[-E\left(\frac1T-\frac1{T_{\rm ref}}\right)\right].$$

I take $D\propto T^{1.75}$ at fixed total pressure. Division by $T$ leaves the power $n=0.75$, so that $g=c\,T^n e^{-E/T}$ with a constant $c$ proportional to $MDp_{\rm ref}/L$.

The mass left in the pan does not appear in $g$. If the area and the layer thickness also stay constant, the loss is of zero order:

$$\frac{dm}{dt}=-A\,g(T).$$

These conditions need to hold until half the mass has gone; what happens later does not affect $T_{1/2}$.

## The half-loss condition

The temperature programme is $T=T_0+\beta t$, hence $dt=dT/\beta$. Integrating the mass balance from $m_0$ to $m_0/2$ gives

$$\frac{m_0}{2}=\frac{A}{\beta}\int_{T_0}^{T_{1/2}}g(T)\,dT .$$

Define the load $s=\beta m_0/A$ and the integral $G(T)=\int_{T_0}^{T}g(T')\,dT'$. Then

$$G(T_{1/2})=\frac{s}{2}.$$

Since $g$ is positive, $G$ rises with $T$. At unchanged $g$, a larger mass, a faster ramp or a smaller area therefore raises $T_{1/2}$. The three enter through one combination: doubling the mass, doubling the heating rate and halving the area have the same effect.

The vapour pressure enters $G$ as the factor $p_{\rm ref}$. Dividing the condition by it shows that, at fixed $H$, $M$, $D$, $L$ and $T_0$, the half-loss temperature depends on $s/p_{\rm ref}$. Twice the mass thus gives the same $T_{1/2}$ as half the vapour pressure. One half-loss temperature cannot tell them apart.

The integral has a closed form. Put $u=E/T$, so that $T=E/u$ and $dT=-E\,du/u^2$. Then $T^n dT=-E^{n+1}u^{-n-2}du$, and the minus sign reverses the limits:

$$G(T)=cE^{n+1}\int_{E/T}^{E/T_0}u^{-n-2}e^{-u}du
=cE^{n+1}\left[\Gamma\left(-n-1,\tfrac ET\right)-\Gamma\left(-n-1,\tfrac E{T_0}\right)\right],$$

where $\Gamma(a,x)=\int_x^\infty u^{a-1}e^{-u}du$.

## How large the shift is

Differentiate $G(T_{1/2})=s/2$ with respect to $\ln s$. The left side gives $g\,dT_{1/2}/d\ln s$, and the right side gives $s/2$, which is $G$ again. Hence

$$\frac{dT_{1/2}}{d\ln s}=\frac{G(T_{1/2})}{g(T_{1/2})}.$$

To see its size, use $d(e^{-E/T})/dT=(E/T^2)e^{-E/T}$ and integrate by parts. When $T_0$ is well below $T$, the lower limit contributes little and

$$\int T^n e^{-E/T}dT=\frac{T^{n+2}}{E}e^{-E/T}-\frac{n+2}{E}\int T^{n+1}e^{-E/T}dT .$$

The last integral is, to leading order, $T^{n+3}e^{-E/T}/E$ by the same step. Dividing by $T^ne^{-E/T}$ gives

$$\frac Gg\simeq\frac{T^2}{E}\left[1-\frac{(n+2)T}{E}\right]\simeq\frac{T^2}{E+(n+2)T}.$$

The two forms agree to first order in $T/E$. The steeper the vapour-pressure curve, the smaller the shift, because a small rise in temperature then supplies the extra loss.

For a finite change of load by a factor $r$, from $T_1$ to $T_2$, write the slope as $d\ln s=[E+(n+2)T]\,dT/T^2$. The bracket varies slowly, so it may be held at its value for $T_1$. Since $\int dT/T^2=1/T_1-1/T_2$,

$$\frac1{T_2}\simeq\frac1{T_1}-\frac{\ln r}{E+(n+2)T_1}.$$

The shift is roughly logarithmic in the load, not linear as in the opening case, because the flux now grows nearly exponentially along the ramp. This also helps the belief survive: a small scatter in sample mass moves $T_{1/2}$ very little.

## A worked case

Take $M=400$ g/mol, $H=70$ kJ/mol and a vapour pressure of 1 Torr at 370 K. The diffusivity is 0.05 cm²/s at 300 K, the gas layer is 6 mm thick, and the ramp starts at 300 K in nitrogen at one atmosphere. The base run has 5 mg of liquid, an area of 20 mm² and a heating rate of 5 K/min. Its load is

$$s=\frac{(5/60)\,(5\times10^{-6})}{20\times10^{-6}}=0.0208\ \mathrm{kg\,K\,m^{-2}\,s^{-1}}.$$

The half-loss condition gives $T_{1/2}=429.3$ K. The flux there is $5.40\times10^{-4}$ kg m⁻² s⁻¹, so the slope is $G/g=0.0104/(5.40\times10^{-4})=19.3$ K per unit of $\ln s$. The approximate formula, with $E=8419$ K, gives

$$\frac{429.3^2}{8419+2.75\times429.3}=19.2\ \mathrm K.$$

For a doubled load the finite-shift formula predicts 443.0 K. The runs, each with the same liquid and gas layer, give:

| Run | $T_{1/2}$ (K) | $p(T_{1/2})$ (Torr) |
|---|---:|---:|
| base | 429.3 | 23.2 |
| half mass, double area or half rate | 416.3 | 12.6 |
| double mass, half area or double rate | 443.1 | 42.6 |
| double mass, half area and double rate | 473.3 | 143 |

Integrating the mass balance in time and solving the closed form give the same temperatures. Halving the vapour pressure in the base run also gives 443.1 K, just as doubling the mass does.

The last column shows that half loss does not mark a fixed vapour pressure, as a boiling point does. Here the pressure at half loss runs from 12.6 to 143 Torr for one and the same liquid. The highest value is 19 % of the total pressure, so the vapour is no longer dilute; the vapour's own flow, treated below, lowers $T_{1/2}$ in that run by about 1.2 K. The combined eightfold load shifts $T_{1/2}$ by 44 K, somewhat more than three times the 13.8 K of a single doubling, because the slope grows with temperature.

## Two ways to be misled

The first is to compare runs made under different protocols. Let X be the liquid above, and let Y have half its vapour pressure at every temperature, with the same $H$, $M$, $D$ and $L$. Weigh in 10 mg of X and 2.5 mg of Y, at the base area and heating rate. X then reaches half loss at 443.1 K and Y at 429.3 K. Read as a volatility, $T_{1/2}$ ranks them the wrong way round. The reason is visible in $s/p_{\rm ref}$: Y has half the pressure but a quarter of the load.

The second remains even when the protocol is fixed. Let Z have $H=90$ kJ/mol and the same $M$, $D$ and $L$, with its pressure chosen so that the base run again gives 429.3 K. Equal $T_{1/2}$ and equal load mean equal $G$. By the approximate form of $G/g$, the quantity $p/[E+(n+2)T_{1/2}]$ is then the same for both at $T_{1/2}$. Carrying each pressure down to a delivery temperature $T_d$ with its own $E$ gives

$$\frac{p_Z(T_d)}{p_X(T_d)}\simeq
\frac{E_Z+(n+2)T_{1/2}}{E_X+(n+2)T_{1/2}}
\exp\left[-(E_Z-E_X)\left(\frac1{T_d}-\frac1{T_{1/2}}\right)\right].$$

For $T_d=350$ K the first factor is 1.25 and the exponential is 0.281, so the ratio is 0.351. The direct calculation gives 0.352: 0.272 Torr for X and 0.096 Torr for Z. Two precursors with the same half-loss temperature differ almost threefold in the pressure that a source at 350 K can supply. At $T_{1/2}$ itself the order is reversed, and Z has the higher pressure by the factor 1.25.

A difference in $M$ or $D$ misleads in a similar way. The balance records mass, and the flux contains the product $MDp$. Of two compounds with equal vapour pressure, the one with the larger $MD$ loses half its mass earlier.

## When the mass does drop out

Suppose instead that the loss is proportional to the mass left, $dm/dt=-k(T)m$. Dividing by $m$ and integrating to half mass gives

$$\ln2=\frac1\beta\int_{T_0}^{T_{1/2}}k(T)\,dT .$$

The initial mass has cancelled, but the heating rate has not. With $k=Ag/(5\ \mathrm{mg})$ and the base values of $A$ and $\beta$, both 5 mg and 10 mg give 435.7 K. Doubling the heating rate for 5 mg gives 449.9 K. Even here, $T_{1/2}$ belongs partly to the protocol.

An intermediate case is a liquid that draws together into a drop of constant shape. If the flux per unit of wetted area stays the same, the area falls as $A=A_0(m/m_0)^{2/3}$. In the mass balance, $m_0/2$ is then replaced by

$$\int_{m_0/2}^{m_0}\left(\frac{m}{m_0}\right)^{-2/3}dm=3m_0\left(1-2^{-1/3}\right)=0.619\,m_0 .$$

This equals a load larger by the factor 1.24, and $19.2\ \mathrm K\times\ln1.24$ is about 4 K. The time integration also gives a rise of about 4 K for a base run that starts with 20 mm². If drops of different mass have the same shape, then $A_0\propto m_0^{2/3}$ and $m_0/A_0\propto m_0^{1/3}$. With the same flux per wetted area, doubling the mass then shifts $T_{1/2}$ by about a third as much as in a pan with a fixed covered area. The shift is weaker, but it has not gone.

The constant flux per wetted area is a limiting assumption. Where the gas layer is thicker than the drop is wide, as here, vapour from a drop narrower than the pan spreads sideways on its way up, and the flux per wetted area rises as the drop shrinks. For a flat drop centred in the 20 mm² pan under the 6 mm layer, a solution of the axisymmetric diffusion problem shows that this nearly cancels the loss of area: the contraction raises $T_{1/2}$ by only about 0.2 K, and doubling the mass shifts it by 0.8 to 0.9 of the fixed-area value. In this geometry the cross-section of the pan matters more than the wetted area.

## What a less ideal pan does

Four neglected effects can be put back together.

First, the evaporating vapour drives a flow of its own. With vapour mole fraction $x$ at height $z$, the molar flux $J$ obeys $J=-(DP/RT)\,dx/dz+xJ$. Collecting $J$ and integrating across the layer, from $x=p/P$ to zero, gives $J=(DP/RTL)\ln[P/(P-p)]$. The pressure $p$ in the dilute flux is thus replaced by $P\ln[P/(P-p)]$.

Second, the gas layer depends on the pan. I take a wall 4 mm high and subtract the liquid depth, with a density of 1.3 g/cm³. Third, still gas outside the mouth adds resistance. A disc of radius $a$ in a plane feeds a half-space of still gas with conductance $4Da$, a standard result of diffusion theory. Setting this equal to $D\pi a^2/\ell$ gives an added length $\ell=\pi a/4$. This is an estimate for a mouth set in a plane. A free-standing pan has no such plane, and its added length is shorter, about $0.6a$, which would lower $T_{1/2}$ in the base run by about 1.5 K. The purge flow and the sinking of the heavy vapour outside the mouth would also thin this outer layer. These corrections are left out here.

Fourth, the sample temperature $T_s$ follows the programme imperfectly:

$$C\frac{dT_s}{dt}=K(T-T_s)-\frac HM\left|\frac{dm}{dt}\right| ,$$

with $C=0.1$ J/K and $K=5$ mW/K. On a steady ramp the first term alone gives a lag $C\beta/K=1.7$ K. Evaporative cooling adds about 0.35 K at half loss, but less on average, since the loss was slower before.

In the base run, the vapour's own flow changes $T_{1/2}$ by $-0.2$ K, the pan geometry by $-0.5$ K, and lag with cooling by $+1.8$ K. With all of them present, the base value is 430.4 K. Doubling the mass adds 13.3 K, halving the area 10.9 K, and doubling the heating rate 15.4 K. The three are no longer equivalent. A narrower pan has a thinner layer of still gas at its mouth and deeper liquid, which offsets part of the area effect; a faster ramp doubles the lag. All three together still add 41 K, and X and Y are still ranked wrongly, at 443.7 and 430.7 K.

Some further effects are also small. Starting at 330 K instead of 300 K moves the base value by about 0.03 K. The gas layer responds in about $L^2/D=4$ s, during which the base ramp advances 0.3 K. The diffusive flux is about $4\times10^{-5}$ of the free-evaporation flux $p\sqrt{M/(2\pi RT)}$ for a surface without a kinetic barrier. Saturation at the surface is then a good assumption, and the free-evaporation formula would be a poor one for this pan.

## The real case

The parameters are round values in the regime of liquid hafnium alkylamide precursors such as tetrakis(ethylmethylamido)hafnium, with a molar mass near 400 g/mol and a vapour pressure of the order of 1 Torr near 370 K. They are rough, and the temperatures above are results of the model, not measurements. An uncertain instrument parameter with a large effect is $L$, which depends on the pan and the purge flow. Since $g\propto1/L$, a twofold error in $L$ acts like a twofold error in load, about 13 to 14 K. The covered area may also change: 5 mg spread over 20 mm² is a film about 0.2 mm deep. If it contracts as described above, starting from the full 20 mm², the result moves by about 4 K at constant flux per wetted area, but by only about 0.2 K once the vapour is allowed to spread sideways in the gas layer. A liquid that wets the pan poorly and forms one central bead has a smaller area from the start; under a layer this thick the shift still stays below 1 K for contact angles from 30° to 150°. The wetted area would matter more under a gas layer thin compared with the drop. These compounds can also decompose and react with traces of water. A rough first-order decomposition law with prefactor $10^{13}$ s⁻¹ and barrier 150 kJ/mol converts less than 0.1 % by half loss in the base run, but about 2 % in the run with eightfold load. These parameters are assumed, not measured, and the result is sensitive to them: a barrier of 140 kJ/mol gives about 1 % and 24 %. A large residue would mean that half of the initial mass is no longer half of the volatile material.

## What to report instead

The quantity that does not contain the load is the loss rate per area at a stated temperature. Solving the flux equation for the pressure gives

$$p(T)=\frac{RTL}{MD}\,\frac1A\left|\frac{dm}{dt}\right| .$$

This needs $L/D$. A standard of known vapour pressure, run in the same pan at the same fill level, gas flow and heating rate, supplies it for the standard; the ratio of the two diffusivities must still be known or estimated. If the two enthalpies of vaporization differ, the effect of the temperature lag does not cancel completely. With the heat-transfer values used above and a standard of similar vapour pressure, a difference of 15 to 20 kJ/mol leaves an error of 2 to 3 % in the pressure at 400 K. Rates at several temperatures then give $H$ as well, which a single half-loss temperature cannot.

The fuller model shows what this gains even without calibration. At 400 K the true pressure is 5.51 Torr. Inserting the nominal $L=6$ mm and the programme temperature into the formula returns between 0.81 and 1.09 times this value over the eight runs of the numerical output, whose loads span a factor of 16. The lowest value comes from the widest pan, where the gas layer is thicker than assumed and the lag also lowers the rate. Over the same runs, $T_{1/2}$ in the fuller model ranges from 416.6 to 471.2 K, although the liquid and its vapour-pressure curve are the same throughout.

## Calculated quantities

```
Inputs: M = 400 g/mol, H = 70 kJ/mol, p = 1.0 Torr at 370 K
D = 0.050 cm2/s at 300 K, D power = 1.75, L = 6.0 mm, start = 300 K
Fuller model: wall = 4.0 mm, density = 1.30 g/cm3, heat capacity = 0.10 J/K, conductance = 5.0 mW/K
E = H/R = 8419.1 K; extrapolated boiling point = 522.2 K
Run: mass mg, area mm2, rate K/min | T_half K, shift K, p(T_half) Torr | fuller T_half K, shift K
base: 5, 20, 5 | 429.29, +0.00, 23.16 | 430.45, +0.00
half mass: 2.5, 20, 5 | 416.30, -12.99, 12.56 | 417.70, -12.75
double mass: 10, 20, 5 | 443.06, +13.78, 42.62 | 443.70, +13.25
half area: 5, 10, 5 | 443.06, +13.78, 42.62 | 441.38, +10.94
double area: 5, 40, 5 | 416.30, -12.99, 12.56 | 420.16, -10.29
half rate: 5, 20, 2.5 | 416.30, -12.99, 12.56 | 416.65, -13.80
double rate: 5, 20, 10 | 443.06, +13.78, 42.62 | 445.85, +15.40
all three: 10, 10, 10 | 473.27, +43.99, 143.33 | 471.22, +40.77
Base load beta*m0/A = 2.0833e-02 kg K/(m2 s)
Base flux at T_half = 5.3988e-04 kg/(m2 s)
Slope dT_half/dln(load): numeric = 19.294 K, formula = 19.197 K
Finite-shift formula: load x2 -> 443.02 K, load x8 -> 473.30 K
Base run with p halved: T_half = 443.06 K
Equal load (10 mg, 20 mm2, 2.5 K/min), fuller model: T_half = 429.14 K
False ranking: X, 10 mg: 443.06 K; Y with half the pressure, 2.5 mg: 429.29 K
False ranking, fuller model: X 443.70 K; Y 430.67 K
Equal T_half, Z with H = 90 kJ/mol: T_half = 429.29 K, p_Z at 370 K = 0.5104 Torr
At 350 K: p_X = 0.2725 Torr, p_Z = 0.0959 Torr
Ratio p_Z/p_X = 0.3520, formula = 0.3514
First order, T_half: 5 mg 435.68 K, 10 mg 435.68 K, 5 mg at double rate 449.85 K
True pressure at 400 K = 5.510 Torr
Recovered/true pressure from rate per area, fuller model:
  base: 0.942
  half mass: 0.927
  double mass: 0.975
  half area: 1.088
  double area: 0.812
  half rate: 0.983
  double rate: 0.861
  all three: 1.077
Base T_half change from Stefan flow alone = -0.16 K
Base T_half change from pan geometry alone = -0.53 K
Base T_half change from lag and cooling alone = +1.84 K
Base T_half change if area shrinks as mass^(2/3) = +4.15 K
Base T_half change for start at 330 K = +0.025 K
Diffusive flux / free-evaporation flux = 4.14e-05
Gas diffusion time L^2/D = 3.85 s, times base heating rate = 0.32 K
Decomposition model: prefactor = 1e+13 1/s, barrier = 150 kJ/mol
Decomposed by T_half: base = 0.066 %, all three = 1.95 %
```
